# Why a Tauc plot misses the gap of an excitonic semiconductor

**Q:** I have an absorption spectrum of a direct-gap semiconductor. I plotted \((\alpha E)^2\) against photon energy \(E\), where \(\alpha\) is the absorption coefficient, and extended the straight rising part to zero. It crosses at 78.05 mHa (millihartree). The material is direct, so that is its gap.

The spectrum is a model one: reduced electron-hole mass \(\mu=0.10\), dielectric constant \(\varepsilon=6\), Gaussian broadening with standard deviation \(\sigma=0.400\) mHa. I have not looked up the gap that went in.

**A:** The gap that went in is 80.000 mHa. Which law makes you expect a straight line?

**Q:** The square root. Parabolic bands give a joint density of states proportional to \(\sqrt{E-E_g}\), so the square is linear and starts at \(E_g\).

**A:** That holds for an electron and a hole that do not attract each other. To see where this enters, use Hartree atomic units and neglect the photon momentum. Light lifts electrons vertically, with a momentum matrix element \(p\) that I take as constant. A final pair state is a superposition of vertical pairs with coefficients \(\phi_{\mathbf k}\), and its relative wavefunction in a volume \(V\) is \(\phi(\mathbf r)=V^{-1/2}\sum_{\mathbf k}\phi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\). Its transition amplitude is

\[
\sum_{\mathbf k}\phi^*_{\mathbf k}\,p=\sqrt V\,p\,\phi^*(0).
\]

The golden rule then gives a transition rate per volume proportional to \(A_0^2|p|^2\sum_j|\phi_j(0)|^2\delta(E-E_j)\), with \(A_0\) the vector-potential amplitude. The absorbed power is \(E\) times this rate. The electric field is proportional to \(EA_0\), so the incident flux is proportional to \(nE^2A_0^2\), with \(n\) the refractive index. Dividing power by flux, with \(n\) also constant,

\[
\alpha E\;\propto\;\sum_j|\phi_j(0)|^2\,\delta(E-E_j).
\]

Your ordinate is the square of the pair density at zero separation.

**Q:** And for free pairs that density is the square root?

**A:** Yes. For isotropic parabolic bands and a statically screened attraction, the relative motion obeys

\[
\left[-\frac{\nabla^2}{2\mu}-\frac1{\varepsilon r}\right]\phi=(E-E_g)\phi .
\]

Put \(r=a\rho\) with \(a=\varepsilon/\mu\), and define \(R=\mu/(2\varepsilon^2)\). Then \(1/(2\mu a^2)=R\) and \(1/(\varepsilon a)=2R\). Dividing by \(R\), with \(x=(E-E_g)/R\), leaves \((-\nabla_\rho^2-2/\rho)\phi=x\phi\). I measure the pair density by the dimensionless

\[
D(x)=\pi a^3\sum_j|\phi_j(0)|^2\,\delta(x-x_j).
\]

Only s states are nonzero at the origin. Write \(\phi=a^{-3/2}u(\rho)/(\sqrt{4\pi}\rho)\) with \(\int u^2d\rho=1\), so that \(\pi a^3|\phi(0)|^2=u'(0)^2/4\).

Without attraction, in a large sphere of radius \(L\) (in units of \(a\)), \(u=\sqrt{2/L}\,\sin k\rho\) with \(x=k^2\). Hence \(u'(0)^2/4=k^2/(2L)\). There are \((L/\pi)\,dk\) states in \(dk=dx/(2k)\), so

\[
D_{\rm free}=\frac{k^2}{2L}\,\frac L\pi\,\frac1{2k}=\frac{\sqrt x}{4\pi}.
\]

Its square is linear and vanishes at \(x=0\). For such a spectrum your rule is right.

**Q:** Attraction would multiply this by some smooth factor and add a line below the gap. Why should the onset of the continuum change its character?

**A:** Because the factor diverges at the edge. For \(x=k^2>0\) we need the solution of \(u''+(k^2+2/\rho)u=0\) that vanishes at the origin. Try

\[
u=\rho\int_{-1}^{1}e^{ik\rho t}w(t)\,dt .
\]

Inserting it gives \(\int w\,[\rho k^2(1-t^2)+2ikt+2]\,e^{ik\rho t}dt=0\). In the first term write \(\rho e^{ik\rho t}=(ik)^{-1}\,d(e^{ik\rho t})/dt\) and integrate by parts. The boundary terms vanish, and the term becomes \(ik\int[(1-t^2)w'-2tw]e^{ik\rho t}dt\). The terms in \(t\,w\) cancel, leaving

\[
ik(1-t^2)w'+2w=0,\qquad
w=\left(\frac{1+t}{1-t}\right)^{i\nu},\quad \nu=\frac1k .
\]

At the origin, the substitution \(t=2s-1\) turns the integral into a beta function:

\[
u'(0)=\int_{-1}^1w\,dt=2\,\Gamma(1+i\nu)\Gamma(1-i\nu)=2|\Gamma(1+i\nu)|^2 .
\]

At large \(\rho\) the end points dominate. Near \(t=1\), with \(s=1-t\),

\[
2^{i\nu}e^{ik\rho}\int_0^\infty e^{-ik\rho s}s^{-i\nu}ds
=2^{i\nu}e^{ik\rho}\,\Gamma(1-i\nu)(ik\rho)^{i\nu-1}.
\]

Since \(|i^{\,i\nu}|=e^{-\pi\nu/2}\), its modulus is \(|\Gamma(1+i\nu)|e^{-\pi\nu/2}/(k\rho)\). The other end gives the complex conjugate. So \(u\) oscillates with amplitude \(2|\Gamma(1+i\nu)|e^{-\pi\nu/2}/k\). Using \(|\Gamma(1+i\nu)|^2=\pi\nu/\sinh\pi\nu\),

\[
\left[\frac{u'(0)}{\text{amplitude}}\right]^2
=k^2\,\frac{\pi\nu\,e^{\pi\nu}}{\sinh\pi\nu}
=k^2\,\frac{2\pi\nu}{1-e^{-2\pi\nu}} .
\]

For a free pair this ratio is \(k^2\). The remaining factor is the Sommerfeld enhancement \(S\). The squared amplitude in the sphere and the density of states are the free ones as \(L\to\infty\), so

\[
D_{\rm cont}=\frac{\sqrt x}{4\pi}\,S=\frac{1}{2\left(1-e^{-2\pi/\sqrt x}\right)},\qquad x>0 .
\]

At the edge \(S\) grows as \(2\pi/\sqrt x\) and cancels the square root. The continuum starts as a step of height \(1/2\).

**Q:** And the bound states?

**A:** They have \(x_n=-1/n^2\). Multiply \(u''=(-2/\rho-x_n)u\) by \(2u'\) and integrate from 0 to infinity. The left side gives \(-u'(0)^2\). Integrating the right side by parts gives \(-\int(2/\rho^2)u^2d\rho\). Therefore \(u'(0)^2=2\langle\rho^{-2}\rangle\).

To find this average, add the centrifugal term \(l(l+1)/\rho^2\), for which \(x=-1/(n_r+l+1)^2\), with \(n_r\) the number of radial nodes. Differentiating with respect to \(l\) at fixed \(n_r\), the Hellmann-Feynman theorem gives \((2l+1)\langle\rho^{-2}\rangle=2/n^3\). At \(l=0\) this means \(u'(0)^2/4=1/n^3\). The full result is the Elliott formula:

\[
D(x)=\sum_{n=1}^\infty\frac1{n^3}\,\delta\!\left(x+\frac1{n^2}\right)
+\frac{\theta(x)}{2\left(1-e^{-2\pi/\sqrt x}\right)} .
\]

Here \(\theta\) is the unit step. In your model \(R=0.10/(2\cdot6^2)=0.0013889\) hartree, or 1.389 mHa. The strongest line lies at \(E_1=E_g-R=80.000-1.389=78.611\) mHa.

**Q:** My crossing is lower still, at 78.05. If I am seeing the exciton, why do I not get 78.61?

**A:** Because you extend the flank of the line, not its centre. Let \(T=D^2\) after broadening. I broaden \(D\), that is \(\alpha E\), with the Gaussian. A tangent touching at \(E\) reaches zero at

\[
E_T=E-\frac{T}{T'},\qquad
\frac{dE_T}{dE}=1-\frac{T'^2-TT''}{T'^2}=\frac{T\,T''}{T'^2}.
\]

At the steepest point \(T''=0\), so the crossing is stationary there. Moving the touching point a little hardly changes the answer, which makes it look reliable.

If \(\sigma\ll R\), the flank belongs to the 1s line alone. Squaring a Gaussian gives \(T\propto e^{-y^2}\) with \(y=(E-E_1)/\sigma\). Its second derivative is \((4y^2-2)e^{-y^2}\), so the rising flank is steepest at \(y=-1/\sqrt2\). There \(T/(dT/dy)=-1/(2y)=1/\sqrt2\), and

\[
y_T=-\frac1{\sqrt2}-\frac1{\sqrt2}=-\sqrt2,\qquad
E_T=E_g-R-\sqrt2\,\sigma .
\]

With your numbers this is \(80.000-1.389-0.566=78.045\) mHa. The tangent to the full broadened spectrum, found numerically, gives 78.046 mHa (2.124 eV). The gap is 2.177 eV, so the error is 53 meV.

**Q:** I did not draw a tangent. I fitted a line to a visibly straight section.

**A:** A least-squares line through the points between 20% and 80% of the exciton peak in \(T\) crosses at 78.02 mHa, with squared correlation 0.997. The flank of a squared Gaussian is nearly straight around its inflection, so straightness does not identify a square-root edge.

**Q:** You have changed two things, though: the continuum became a step, and a line appeared. Perhaps the step is to blame.

**A:** The two can be separated by keeping the same \(\sigma\) and removing parts of the spectrum. The steepest tangents then cross at these distances from the gap:

| Spectrum | Crossing, in \(R\) |
|---|---|
| free pairs | \(+0.085\) |
| enhanced continuum, no bound lines | \(-0.139\) |
| full Elliott spectrum | \(-1.407\) |

Broadening alone moves the free-pair crossing by \(0.296\,\sigma\). This fraction holds for any \(\sigma\), since a square root has no energy scale of its own. The smeared step gives an error of \(0.482\,\sigma\) downwards. The large shift comes from the bound lines, and at this broadening the 1s line by itself accounts for the crossing.

**Q:** Then a broader spectrum should help. Once the line is blurred into the edge, the tangent should return to the gap.

**A:** There is a limit on how far down the crossing can go, but for broadenings up to \(\sigma=2R\), the range computed below, the crossing does not come back up. The broadened \(D\) is a sum of Gaussians with positive weights, centred at energies \(c\ge E_1\). Let \(d=c-E\), and let \(\langle\cdot\rangle\) be the average weighted by each Gaussian's contribution at \(E\). Then

\[
\frac{D'}D=\frac{\langle d\rangle}{\sigma^2},\qquad
\frac{D''}D=\frac{\langle d^2\rangle}{\sigma^4}-\frac1{\sigma^2},\qquad
\frac{T''}T=2\frac{D''}D+2\left(\frac{D'}D\right)^2 .
\]

Below \(E_*=E_1-\sigma/\sqrt2\), every \(d\) exceeds \(\sigma/\sqrt2\). Hence \(D''/D>-1/(2\sigma^2)\) and \((D'/D)^2>1/(2\sigma^2)\), so \(T''>0\). The first inflection therefore lies at or above \(E_*\). Between \(E_*\) and that inflection \(T''\ge0\), so \(E_T\) does not decrease. At \(E_*\) itself \(D'/D\ge(E_1-E_*)/\sigma^2=1/(\sqrt2\,\sigma)\), and \(T/T'=D/(2D')\le\sigma/\sqrt2\). Thus, at the first inflection,

\[
E_T\ \ge\ E_*-\frac{\sigma}{\sqrt2}=E_1-\sqrt2\,\sigma .
\]

This is a lower bound for every \(\sigma\). Where the crossing actually lies has to be computed:

| \(\sigma/R\) | From gap, in \(R\) | From 1s line, in \(\sigma\) |
|---|---|---|
| 0.05 | \(-1.071\) | \(-1.414\) |
| 0.20 | \(-1.283\) | \(-1.414\) |
| 0.50 | \(-1.689\) | \(-1.378\) |
| 1.00 | \(-2.231\) | \(-1.231\) |
| 2.00 | \(-3.003\) | \(-1.001\) |

In each case the first inflection is also the steepest point of the range searched, up to \(15R\) above the gap. Over this range of \(\sigma\), more broadening makes the error larger. The trend turns only when \(\sigma\) reaches tens of \(R\), and at the turn the crossing is still several \(R\) below the gap. "Near the exciton line" is a fair description only while \(\sigma\) is small compared with \(R\).

**Q:** Then I will avoid the exciton altogether. Well above the gap the electron and hole are fast, the attraction matters little, and I can fit the continuum.

**A:** Try it between \(5R\) and \(15R\) above the gap. The squared correlation is 0.99999, better than on the flank. The line crosses zero at 49.7 mHa, which is \(21.8R\) below the gap.

**Q:** That is absurd. How can such a good line be so wrong?

**A:** Take the unbroadened continuum and set \(u=2\pi/\sqrt x\), so that \(du/dx=-u/(2x)\). With \(D=\tfrac12(1-e^{-u})^{-1}\),

\[
\frac{D'}{D}=-\frac{e^{-u}}{1-e^{-u}}\,\frac{du}{dx}
=\frac{u}{2x(e^u-1)},\qquad
\frac T{T'}=\frac D{2D'}=\frac{x(e^u-1)}u .
\]

Using \(x=4\pi^2/u^2\), the tangent crosses at

\[
x_T=x-\frac{x(e^u-1)}u=-4\pi^2\,\frac{e^u-1-u}{u^3}.
\]

Since \(e^u>1+u\), this is negative for every touching point. The fraction equals \(1/(2u)+1/6+u/24+\dots\), a sum of convex terms that diverges at both ends, so it has one minimum. Numerically the minimum is at \(u=2.149\), or \(x=8.55\), where \(x_T=-21.59\). No tangent to this continuum crosses closer to the gap.

**Q:** A fit is not a tangent.

**A:** The same limit covers it. Call the highest crossing \(c=-21.59\). Then \(T/T'=x-x_T\ge x-c\), so \((\ln T)'\le1/(x-c)\), and \(T/(x-c)\) never increases. For two points \(x_1<x_2\) this means \(T_2/T_1\le(x_2-c)/(x_1-c)\). The line through them crosses at some \(z<x_1\), because \(T\) rises, and it satisfies

\[
\frac{T_2}{T_1}=\frac{x_2-z}{x_1-z}=1+\frac{x_2-x_1}{x_1-z}.
\]

The right side increases with \(z\), so \(z\le c\). A least-squares line is also such a chord. Its residuals sum to zero, both alone and multiplied by \(x\). With only one sign change, at \(x_0\), the residuals times \(x-x_0\) would all have one sign and could not sum to zero. There are thus at least two sign changes, and the line meets the curve at least twice.

**Q:** What is wrong with my picture of fast pairs?

**A:** The attraction fades slowly. For small \(u\), \(S=u/(1-e^{-u})\approx1+u/2=1+\pi/\sqrt x\). At \(x=8.55\) the enhancement is still 2.43. To bring it down to about 1.1 you need \(\sqrt x\approx10\pi\), roughly \(1000R\) above the gap. Even there the tangent does not find the gap: for small \(u\), \(x_T\approx-2\pi^2/u=-\pi\sqrt x\), which moves further down as \(x\) grows. The enhancement tends to one, but its effect on the extrapolated crossing does not vanish.

These are statements about the model. Your window reaches \(15R\approx21\) mHa above the edge, and real bands need not stay parabolic, nor matrix elements constant, that far up.

**Q:** Can I at least repair the value from the flank by adding \(R\)?

**A:** For \(\sigma\ll R\) you must add \(R+\sqrt2\,\sigma\), with both known from elsewhere. Here \(78.046+1.389+0.566\approx80.00\) mHa. At larger \(\sigma\) that correction overshoots, because the crossing then lies above its lower bound.

It is better to fit the whole broadened Elliott shape, with gap, \(R\), \(\sigma\) and height free. The line and the continuum together fix the gap. I fitted a spectrum built by summing explicitly over the states of the pair in a large sphere, which does not use the Elliott formula. Starting with the gap \(0.30R\) too low, the fit returned 80.000 mHa for the gap and 1.389 mHa for \(R\). That spectrum had no noise and obeyed the model's assumptions, so the agreement shows that the shape determines the gap, not how accurate a fit to measured data would be. The numerical check also compares the Elliott formula itself with that sum.

**Q:** So my 78.05 mHa was a property of the exciton line and its width, and the Tauc plot needed free pairs, not merely a direct gap.

**A:** In this model, yes. A direct gap permits the vertical transition, but it does not guarantee the square-root onset. That onset also needs the enhancement \(S\) to stay finite at the edge, and the long-range \(1/r\) attraction makes it diverge as \(2\pi/\sqrt x\).

## Table of computed values

```
reduced mass: 0.10 electron masses; dielectric constant: 6.0
exciton Rydberg R: 1.3889 mHa; Bohr radius a: 60.0 bohr
broadening sigma: 0.400 mHa; sigma/R: 0.288
true gap: 80.000 mHa = 2.1769 eV
1s exciton line: 78.611 mHa = 2.1391 eV
Tauc, full Elliott spectrum: 78.046 mHa = 2.1237 eV
Tauc, continuum without bound lines: 79.807 mHa = 2.1717 eV
Tauc, free pairs: 80.118 mHa = 2.1801 eV
Tauc crossings measured from the gap, in R:
  full -1.407, no bound lines -0.139, free 0.085
  free-pair crossing in sigma: 0.296
  no-bound-lines crossing in sigma: -0.482
error of full Tauc value: -1.954 mHa = -53.2 meV
touching point of full tangent, from gap: -1.202 R
isolated-line prediction, from gap: -1.407 R
scan: sigma/R, crossing from gap in R, crossing from line in sigma
  0.05  -1.071  -1.414
  0.10  -1.141  -1.414
  0.20  -1.283  -1.414
  0.50  -1.689  -1.378
  1.00  -2.231  -1.231
  2.00  -3.003  -1.001
line fit, 20-80% of exciton peak: 78.018 mHa = 2.1230 eV
  from gap: -1.427 R; squared correlation: 0.99695
line fit, 5R to 15R above gap: 49.695 mHa = 1.3523 eV
  from gap: -21.82 R; squared correlation: 0.999989
highest continuum tangent crossing, from gap: -21.589 R
  touches at x = 8.547, u = 2.1491
  Sommerfeld enhancement there: 2.433
largest deviation, Elliott formula vs states: 4.6e-10 (1/R scale)
largest deviation, free formula vs states: 1.3e-10 (1/R scale)
Elliott fit: starting gap error -0.30 R, final gap error -6.5e-11 R
gap from Elliott fit: 80.000 mHa = 2.1769 eV
R from Elliott fit: 1.3889 mHa
```
